# Why rough thin films keep long-path phonons near grazing incidence

**Question.** A film 50 nm thick has rough faces, and a phonon in it could travel 2000 nm in the bulk before scattering. It would seem that the faces must cut this path to something near the thickness. Why can such phonons still carry heat along the film over many times its thickness, and how far do they get?

**Answer.** The phonons that matter travel nearly parallel to the faces. They have two advantages: they hit the faces rarely, and each hit disturbs them little. The first is geometry and helps even when every reflection is diffuse. The second comes from the phase of the reflected wave.

## What a height error does to the phase

Let $\theta$ be the angle between the phonon's direction and the normal to the face, and let $\mu=\cos\theta$. Normal incidence is $\mu=1$ and grazing incidence is $\mu\to0$. The wavenumber is $q$, with components $k_x=q\sin\theta$ along the face and $k_z=q\mu$ normal to it. I use a scalar wave, which leaves out conversion between polarisations.

Put the face at height $z=\eta$, with the solid above it. The incoming and reflected waves are
$$u=e^{i(k_xx-k_zz)}+R\,e^{i(k_xx+k_zz)} .$$
On a stress-free face $\partial u/\partial z=0$ at $z=\eta$, so $-e^{-ik_z\eta}+R\,e^{ik_z\eta}=0$ and $R=e^{-2ik_z\eta}$. A clamped face, $u=0$, gives the same result with a minus sign. In both cases a height error $\eta$ shifts the phase by
$$\varphi=2k_z\eta=2q\mu\eta$$
in magnitude. The factor $k_x$ is absent because raising the face does not change the wave's pattern along it.

If the height varies slowly along the face, each patch reflects with its own phase. The specular wave is the average over patches. For Gaussian heights of rms value $\sigma$, completing the square gives
$$\langle e^{-i\varphi}\rangle=\int\frac{d\eta}{\sqrt{2\pi}\,\sigma}\,e^{-\eta^2/2\sigma^2-2iq\mu\eta}=e^{-2q^2\sigma^2\mu^2}.$$
The specular wave leaves at the incident angle, so its share of the power is the square of this amplitude:
$$p(\mu)=e^{-a\mu^2},\qquad a=4q^2\sigma^2 .$$

For a wavelength of 5 nm, $q=2\pi/5=1.257$ nm$^{-1}$. With $\sigma=0.5$ nm, $a=4(1.257)^2(0.5)^2=1.58$. The rms phase error, $\sqrt a\,\mu$, is 1.26 rad at normal incidence, where $p=0.21$. At 80° from the normal it is 0.22 rad and $p=0.95$. The same face is rough for one phonon and nearly a mirror for the other.

## From one reflection to the film

Take one group of phonons with isotropic velocities, speed $v$, relaxation time $\tau$ and bulk path $\Lambda=v\tau$. The film has thickness $d$ and a temperature gradient along $x$. Assume for now that every nonspecular phonon leaves the face with no memory of its drift.

In the bulk, the departure of the phonon distribution from equilibrium is proportional to $v_x$ times the gradient. Let $G$ be the departure in the film divided by this bulk value. For phonons leaving the face $z=0$, the Boltzmann equation is
$$\Lambda\mu\,\frac{dG}{dz}=1-G,\qquad G(z)=1-(1-G_+)e^{-z/\Lambda\mu},$$
where $G_+$ is the value on leaving. With $x=d/(\Lambda\mu)$ from here on, the value on reaching the other face is $1-(1-G_+)e^{-x}$. The two faces are alike and reflect a fraction $p$ specularly, so
$$G_+=p\,[1-(1-G_+)e^{-x}] .$$
Writing $D=1-G_+$ gives $1-D=p-pDe^{-x}$, hence $D=(1-p)/(1-pe^{-x})$. The average of $G$ across the film is
$$B(\mu)=1-D\,\frac{1-e^{-x}}{x}=1-\frac{(1-p)(1-e^{-x})}{x(1-pe^{-x})} .$$

The heat current weights each direction by $v_x^2$, which is proportional to $1-\mu^2$ after averaging over azimuth. Since $\int_0^1(1-\mu^2)d\mu=2/3$, the effective path, defined by the conductivity relative to bulk, is
$$\frac{\Lambda_{\rm eff}}{\Lambda}=\frac32\int_0^1(1-\mu^2)\,B(\mu)\,d\mu .$$

For $d=50$ nm and $\Lambda=2000$ nm this gives $\Lambda_{\rm eff}=823$ nm. Following a million random phonon trajectories, each ended by bulk scattering or a nonspecular reflection, gives 822 nm. The path is about 16 times the thickness, but it remains below the bulk path.

## Rare hits and gentle hits

To separate the two advantages, switch off bulk scattering: let $x\to0$ at fixed $p<1$. To first order in $x$,
$$\frac{1-e^{-x}}x\approx1-\frac x2,\qquad \frac{1-p}{1-pe^{-x}}\approx\frac{1-p}{1-p+px}\approx1-\frac{px}{1-p}.$$
Therefore $B\approx x/2+px/(1-p)=x(1+p)/[2(1-p)]$. Multiplying by $\Lambda$ gives the distance travelled before a nonspecular reflection:
$$\ell(\mu)=\frac{d}{2\mu}\,\frac{1+p}{1-p}.$$
A phonon starting at a random depth travels $d/2\mu$ on average to its first hit, and then makes $p/(1-p)$ further crossings of length $d/\mu$.

At normal incidence $\ell=25\times1.206/0.794=38$ nm. At 80° it is 6050 nm, about 159 times more. Rarer hits supply a factor $1/\cos80^\circ=5.8$; gentler hits supply the remaining 28. Near grazing, $1-p\approx a\mu^2$ and $1+p\approx2$, so
$$\ell(\mu)\approx\frac{d}{a\mu^3}.$$
One power of $\mu$ comes from geometry and two come from the phase error.

## Why the effective path follows a two-thirds power

Bulk scattering takes over when $\ell(\mu)$ reaches $\Lambda$. With $\delta=d/\Lambda$, this happens at
$$\mu_*=(\delta/a)^{1/3}.$$
Directions below $\mu_*$ keep most of their bulk path, and their number is proportional to $\mu_*$. Hence $\Lambda_{\rm eff}$ scales as $\Lambda\mu_*\propto\Lambda^{2/3}$.

For the prefactor, define the loss $s=-\ln p=a\mu^2$. When $s$ and $x$ are both small, $1-p\approx s$, $(1-e^{-x})/x\approx1$ and $1-pe^{-x}=1-e^{-(s+x)}\approx s+x$. Then
$$B\approx1-\frac{s}{s+x}=\frac{x}{s+x}=\frac{\delta}{\delta+a\mu^3}.$$
Set $\mu=\mu_*y$. If $\mu_*\ll1$, the factor $1-\mu^2$ may be replaced by 1 and the upper limit by infinity:
$$\frac{\Lambda_{\rm eff}}\Lambda\to\frac32\mu_*I,\qquad I=\int_0^\infty\frac{dy}{1+y^3}.$$
The substitution $y\to1/y$ gives $I=\int_0^\infty y\,dy/(1+y^3)$. Adding the two forms and using $1+y^3=(1+y)(1-y+y^2)$,
$$2I=\int_0^\infty\frac{dy}{(y-\frac12)^2+\frac34}
=\frac2{\sqrt3}\left(\frac\pi2+\frac\pi6\right)=\frac{4\pi}{3\sqrt3}.$$
Thus $I=2\pi/(3\sqrt3)$ and
$$\Lambda_{\rm eff}\to\frac{\pi}{\sqrt3}\left(\frac{\Lambda^2d}{4q^2\sigma^2}\right)^{1/3}.$$
The conditions are $\mu_*\ll1$ and $a\mu_*^2=\delta/\mu_*\ll1$; the second keeps both $s$ and $x$ small at $\mu_*$.

Here $\mu_*=(0.025/1.58)^{1/3}=0.251$, and the limiting law gives $1.814\times0.251\times2000=911$ nm. This is 11% above the full integral, so the example is near the limit but not deep in it.

## The diffuse film as a second case

If $p=0$ at every angle, geometry acts alone. For $\mu\gg\delta$ the crossing is short compared with $\Lambda$ and $B\approx\delta/2\mu$. The integral then contains $\int d\mu/\mu$, cut off near $\mu\sim\delta$, and
$$\Lambda_{\rm eff}\approx\frac{3d}{4}\ln\frac{\Lambda}{d}+O(d).$$
An angle-independent $p<1$ multiplies the logarithmic term by $(1+p)/(1-p)$ but leaves it a logarithm.

Raising $\Lambda$ from 2000 to 20,000 nm in the diffuse film should add about $0.75\times50\times\ln10=86$ nm. The full integral rises from 155 to 241 nm, in agreement. With the phase law it rises from 823 to 4104 nm.

A fairer comparison keeps the average specularity and removes its dependence on angle. Isotropic phonons strike a face at a rate proportional to $\mu$, so the flux average is
$$\bar p=\int_0^1 2\mu\,e^{-a\mu^2}d\mu=\frac{1-e^{-a}}{a}=\frac{0.794}{1.58}=0.503 .$$
At fixed $d$ and $\Lambda$, giving all angles this value yields 326 nm. Going from diffuse faces to uniform half-specular faces thus gains a factor 2.1. Redistributing the same average specularity towards grazing angles gains another 2.5.

The share of heat carried within 30° of the plane changes less than these lengths suggest: 69% in bulk, 92% in the diffuse film and 96% with the phase law. The diffuse film already selects grazing phonons. The phase law mainly increases how much they carry: their contribution to $\Lambda_{\rm eff}$ rises from $0.924\times155=143$ nm to $0.955\times823=786$ nm.

Specularity at normal incidence is therefore a poor guide to the film. For a 2 nm wavelength, with $\sigma$, $d$ and $\Lambda$ unchanged, $p(1)$ is $5\times10^{-5}$, yet $\Lambda_{\rm eff}$ is still 487 nm. For a 10 nm wavelength it is 1175 nm. Since $a$ depends on $\sigma$ and wavelength through their ratio, the last value also describes a 5 nm phonon on faces with half the roughness. Halving $\sigma$ raises the effective path by 43% in this model.

## Where the phase argument fails

The argument treated each patch as a small mirror. Roughness with correlation length $L$ also changes the wavevector along the face, from $k_x$ to $k'=k_x+K$. For height correlations $\sigma^2e^{-x^2/L^2}$, where $x$ is now distance along the face, the normalised spectrum is $W(K)\propto e^{-K^2L^2/4}$ and the rms $K$ is $\sqrt2/L$. The new normal component obeys
$$k_z'^2=q^2-(k_x+K)^2\approx k_z^2-2k_xK .$$
Near grazing, where $k_x\approx q$, the change rivals $k_z^2$ when $q^2\mu^2\sim2\sqrt2\,q/L$, or $\mu_c=(2\sqrt2/qL)^{1/2}$. For $L=40$ nm this is 0.24.

The loss below $\mu_c$ follows from the power scattered to first order in $\eta$. On a free face the normal derivative vanishes, $\partial_zu-\eta'\partial_xu=0$ at $z=\eta$. The flat-face solution is $u_0=2\cos(k_zz)e^{ik_xx}$, and the first correction satisfies, at $z=0$,
$$\partial_zu_1=-\eta\,\partial_z^2u_0+\eta'\partial_xu_0=2(k_z^2\eta+ik_x\eta')e^{ik_xx}.$$
For a height component $\eta_Ke^{iKx}$, $\eta'$ brings down $iK$, and $k_z^2-k_xK=q^2-k_xk'$. The outgoing wave has $\partial_zu_1=ik_z'u_1$, so its amplitude has magnitude $2(q^2-k_xk')|\eta_K|/k_z'$. Squaring, multiplying by the flux ratio $k_z'/k_z$ and summing over $K$ gives
$$s_{\rm free}=\frac{4\sigma^2}{k_z}\int W(K)\frac{(q^2-k_xk')^2}{k_z'}\,dK ,$$
taken over propagating waves. This power is missing from the specular beam.

On a clamped face $u_0=-2i\sin(k_zz)e^{ik_xx}$ and $u_1=-\eta\,\partial_zu_0=2ik_z\eta\,e^{ik_xx}$ at $z=0$. The same flux count gives
$$s_{\rm clamped}=4\sigma^2k_z\int W(K)\,k_z'\,dK.$$
If $K$ is negligible, $k'=k_x$, $k_z'=k_z$, and both losses return to $4\sigma^2k_z^2=a\mu^2$. Near grazing the integrals tend to constants, so the clamped loss falls as $\mu$, while the free loss rises as $1/\mu$ until this weak-scattering formula itself fails.

Solving the boundary conditions numerically on 60 random corrugated surfaces per case gives these losses $-\ln p$:

| $\mu$ | Phase law | Clamped | Free |
|---|---|---|---|
| 0.950 | 1.43 | 1.47 | 1.46 |
| 0.598 | 0.565 | 0.566 | 0.571 |
| 0.298 | 0.140 | 0.131 | 0.146 |
| 0.097 | 0.015 | 0.018 | 0.041 |

The phase law holds well at the larger cosines. At $\mu=0.097$ the free loss is 2.8 times larger than predicted, although the face still reflects 96% specularly.

Putting $p=e^{-s_{\rm free}}$ into the film integral lowers $\Lambda_{\rm eff}$ from 823 to 779 nm, or 5%. The change is small because bulk scattering ends the path before many hits add up. At $\mu=0.097$ a bulk path contains only about $\Lambda\mu/d=3.9$ hits, each losing 4% of the specular power instead of 1.5%, and $B$ falls from 0.95 to 0.86. A longer bulk path leaves time for more hits. For $\Lambda=20{,}000$ nm the reduction is 36%, from 4104 to 2644 nm. Here the free loss approaches $C/\mu$ with $C\approx0.0023$, so $d/C\approx22{,}000$ nm, but only for $\mu$ below about 0.05. While $s=C/\mu$ holds and is small, the boundary path $d/(\mu s)=d/C$ does not grow towards grazing, so the two-thirds law fails on a free face once $\Lambda$ is comparable with $d/C$. It fails on a clamped face too: there the loss falls only as $\mu$, the boundary path grows as $1/\mu^2$, and in the limit of very long bulk paths the same matching argument gives $\Lambda_{\rm eff}\propto\Lambda^{1/2}$.

## Nonspecular does not mean randomised

The film model also assumes that nonspecular phonons lose all their drift. For the free corrugated face at $\mu=0.598$, 44% of the power is nonspecular, but the reflected phonons lose just 0.13% of their momentum along the face. Most of the scattered power stays close to the specular direction.

If scattering favours forward over backward travel, it returns a positive drift where the model puts zero. That drift adds to the current, and later reflections add further non-negative amounts. The diffuse assumption therefore gives a floor to $\Lambda_{\rm eff}$ for a given $p(\mu)$. As an illustration, letting nonspecular phonons keep half their drift and their angle to the plane replaces $p$ by $(1+p)/2$ and raises the result from 823 to 1011 nm. The corrugated face above keeps far more. Losing 0.13% of the momentum with 44% of the power nonspecular means that the nonspecular part keeps about 99.7% of its drift. The fraction kept is a few per cent lower near grazing, where the nonspecular share is small. As an estimate, using 99.7% at all angles replaces $p$ by $p+0.997(1-p)$ and gives about 1970 nm, almost the bulk path. The 823 nm therefore describes faces that randomise whatever they do not reflect specularly, not this smooth corrugation. Full randomisation needs some further cause, such as finer roughness, which would also change $p(\mu)$.

## Beside a real membrane

The parameters are rough values in the regime of a free-standing silicon membrane at 300 K. With a rough sound speed of 6000 m/s, the phonon has an energy of 5.0 meV, or 0.19 of $k_BT$. It represents one long-path group, and 823 nm is not an average over all the heat carriers in silicon. The rms surface slope is 0.018, which suits the gentle-slope assumption; a face with much shorter correlation length would not. Of the departures sized here, incomplete randomisation moves the result most: by 23% if half the drift is kept and by more than a factor of two if nearly all of it is, against 5% for the free-face correction. Standing-wave levels across the film are spaced by $\pi/qd=0.05$ in $\mu$. About five lie below $\mu_*$, so the continuous integral over angle is a coarse description there. For $\Lambda=20{,}000$ nm only about two lie below $\mu_*=0.117$, and the $C/\mu$ regime lies at or below the first nonzero level, so the long-path numbers and limiting powers describe the continuum model rather than a 50 nm film. Surface oxide, crystal anisotropy and polarisation conversion are left out and have not been sized. The numerical output below gives the remaining values.

## Calculated quantities

```
film thickness 50 nm; bulk path 2000 nm
phonon wavelength 5.0 nm; q 1.2566 1/nm
rms roughness 0.50 nm; correlation 40 nm
a = 4 q^2 sigma^2: 1.5791; thickness/bulk path: 0.0250
angle from normal (deg), rms phase (rad), p, boundary path (nm):
   0  1.2566  0.2062  38.0
  60  0.6283  0.6738  256.6
  80  0.2182  0.9535  6048.1
wave test: cosine, phase-law loss, clamped loss, free loss:
  0.0967  0.0148  0.0175  0.0410
  0.2976  0.1399  0.1307  0.1455
  0.5979  0.5645  0.5656  0.5712
  0.9504  1.4265  1.4668  1.4592
flux-averaged specularity: 0.5027
effective path, diffuse faces: 154.8 nm
effective path, uniform p: 325.9 nm
effective path, phase law: 823.4 nm
effective path, random trajectories: 822.4 nm
two-thirds-law estimate: 910.9 nm
phase law / uniform p: 2.527
phase law / diffuse: 5.319
share carried within 30 deg of plane (bulk, diffuse, phase law):
  0.6875  0.9239  0.9551
bulk path, effective: diffuse, phase law, free-face wave law (nm):
  200  73.4  143.5  142.6
  2000  154.8  823.4  778.5
  20000  240.6  4104.4  2643.8
wavelength (nm), normal p, phase-law effective path (nm):
  2  5.172e-05  487.4
  5  2.062e-01  823.4
  10  6.738e-01  1175.0
cosine where phase law starts to fail: 0.2372
cosine where bulk and face losses match: 0.2511
rms surface slope: 0.0177
standing-wave levels below matching cosine: 5.02
sound speed 6000 m/s; temperature 300 K
phonon energy: 4.963 meV; energy/kT: 0.1920
free wall at cosine 0.5979: nonspecular fraction 0.4352
  in-plane momentum lost there: 0.00129
effective path if nonspecular phonons keep half their drift: 1010.9 nm
```
